# Landau Thresholds and the Wigner Law in s-Wave Photodetachment, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the golden rule to the Landau ladder

### The decision and the formula

A calculation of photodetachment in a magnetic field has to choose between two descriptions of the outgoing electron. One is the smooth field-free threshold law. The other is a sum over Landau levels, which diverges at each level. The choice depends on the energy interval over which the cross section is averaged before it is used. If that interval is a flat window one cyclotron energy wide, the average of the Landau sum equals the field-free law evaluated at the centre of the window. For other line shapes the equality is only approximate; a Gaussian of the same full width leaves differences of 1 to 2 percent near the first few thresholds. At other widths they generally differ, and the Landau sum gives the average.

Let $\omega$ be the cyclotron energy, $\Omega$ the photon energy, $A$ the binding energy of the electron, and $E=\Omega-A$. The Landau energies are $E_n=(n+\tfrac12)\omega$ with $n=0,1,2,\dots$. In atomic units the result for an s wave is

$$\sigma_B(E)=2\alpha\Omega D^2K_B(E),\qquad K_B(E)=\omega\sum_{E_n<E}\frac{1}{\sqrt{2(E-E_n)}}. \tag{1}$$

Here $\alpha$ is the fine-structure constant and $D$ is a dipole integral of the bound orbital. The field-free cross section has $\sqrt{2E}$ in place of $K_B$. This part derives (1) at leading order in the size of the orbital; Part 2 treats the average and the failure at the thresholds.

### The model

Atomic units are used in the algebra: $\hbar$, the electron mass and the elementary charge are one, and the speed of light is $1/\alpha$. The field $B$ points along $z$, so that $\omega=B$. With the vector potential $\tfrac12\mathbf B\times\mathbf r$ and electron charge $-1$, the kinetic energy is

$$H_B=\frac{p^2}{2}+\frac{\omega}{2}L_z+\frac{\omega^2\rho^2}{8},\qquad \rho^2=x^2+y^2. \tag{2}$$

The linear term comes from $\mathbf p\cdot\tfrac12(\mathbf B\times\mathbf r)=\tfrac12\mathbf B\cdot\mathbf L$, and the quadratic term is half the square of the vector potential. The atom is taken as heavy and at rest. The light does not change the spin, so the spin energy is the same before and after detachment and drops out of $E$.

One electron occupies a p orbital along the field,

$$\phi=N r\cos\theta\,e^{-\kappa r}=Nz\,e^{-\kappa r},\qquad \kappa=\sqrt{2A}. \tag{3}$$

It has $m=0$, where $m$ is the eigenvalue of $L_z$, and therefore no linear Zeeman shift. The orbital needs a binding force that leaves the outgoing s wave free. Here and below, "force" is short for an interaction term added to the Hamiltonian, which is an energy and not a force in the mechanical sense. To construct one, write $\phi=N\cos\theta\,u/r$ with $u=r^2e^{-\kappa r}$. Then $u''=(2-4\kappa r+\kappa^2r^2)e^{-\kappa r}$. For angular momentum one, the field-free kinetic energy acts on $u$ as $-\tfrac12(u''-2u/r^2)$, and

$$-\frac12\left(u''-\frac{2u}{r^2}\right)+\frac{\kappa^2}{2}u
=\left(2\kappa r-\frac{\kappa^2r^2}{2}+\frac{\kappa^2r^2}{2}\right)e^{-\kappa r}=2\kappa r\,e^{-\kappa r}.$$

Division by $r$ gives $(p^2/2+A)\phi=\chi$ with $\chi=2\kappa N\cos\theta\,e^{-\kappa r}$. The force

$$V=-\frac{|\chi\rangle\langle\chi|}{\langle\chi|\phi\rangle}$$

satisfies $V\phi=-\chi$, and hence $(p^2/2+V)\phi=-A\phi$. The denominator is positive because $\chi$ and $\phi$ have the same sign everywhere. The range of $V$ is $1/\kappa$. Adding the same expression for the two other p orbitals makes the force rotationally symmetric and changes nothing below.

The function $\chi$ is odd under $\mathbf r\to-\mathbf r$. Its overlap with any even function vanishes, so $V$ gives zero on every even function. This property will leave the relevant final states free.

The field changes the orbital a little. To first order, the quadratic term in (2) shifts its energy by $\omega^2\langle\rho^2\rangle/8$. The radial average is $\langle r^2\rangle=6!/(2\kappa)^7\div 4!/(2\kappa)^5=15/(2\kappa^2)$. The angular average of $\sin^2\theta$ with weight $\cos^2\theta$ is $1-\tfrac35=\tfrac25$. Thus $\langle\rho^2\rangle=3/\kappa^2$, and the shift is $3\omega^2/(16A)$. For the parameters of Part 2 it is $9.4\times10^{-10}$ eV, about $10^{-5}$ of the cyclotron energy, and it is neglected.

### The cross section as a sum over final states

The light is polarized along $z$ with electric field $F_0\cos\Omega t$. For charge $-1$ the coupling is $zF_0\cos\Omega t$. The part that absorbs a photon has amplitude $zF_0/2$, and the golden rule gives the rate

$$w=2\pi\frac{F_0^2}{4}\sum_f|\langle f|z|\phi\rangle|^2\delta(E-E_f).$$

The sum includes an integral over continuous labels. The intensity in atomic units is $F_0^2/(8\pi\alpha)$, and the photon flux is the intensity divided by $\Omega$. The cross section is the rate divided by the flux:

$$\sigma=\frac{\pi F_0^2}{2}\,\frac{8\pi\alpha\Omega}{F_0^2}\sum_f|\langle f|z|\phi\rangle|^2\delta(E-E_f)
=4\pi^2\alpha\Omega\sum_f|\langle f|z|\phi\rangle|^2\delta(E-E_f). \tag{4}$$

An implementation with this binding force should keep the operator $z$. Replacing it by the momentum operator uses the commutator of $z$ with the Hamiltonian, and the nonlocal force $V$ does not commute with $z$. Its commutator would have to be carried along.

The function $z\phi=Nz^2e^{-\kappa r}$ is even and unchanged by rotations about $z$. It therefore couples to even final states with $m=0$. On these states $V$ vanishes, so they are eigenstates of $H_B$ alone. For $m=0$, evenness under inversion is the same as evenness in $z$, because the wave function does not depend on the azimuth.

### Replacing the orbital by a point source

Near threshold the final wave varies slowly across the orbital. To leading order it may be replaced by its value at the origin,

$$\langle f|z|\phi\rangle\simeq\psi_f^*(0)D,\qquad D=\int z\phi\,d^3r. \tag{5}$$

The normalization of the orbital requires

$$1=N^2\,\frac{4\pi}{3}\int_0^\infty r^4e^{-2\kappa r}dr=N^2\,\frac{4\pi}{3}\,\frac{24}{32\kappa^5}=\frac{\pi N^2}{\kappa^5},$$

so that $N=\sqrt{\kappa^5/\pi}$. The dipole integral is

$$D=N\,\frac{4\pi}{3}\int_0^\infty r^4e^{-\kappa r}dr=\frac{32\pi N}{\kappa^5}=32\sqrt\pi\,\kappa^{-5/2}. \tag{6}$$

Inserting (5) into (4) gives

$$\sigma=4\pi^2\alpha\Omega D^2\,\rho_{\rm loc}(E),\qquad \rho_{\rm loc}(E)=\sum_f|\psi_f(0)|^2\delta(E-E_f). \tag{7}$$

The quantity $\rho_{\rm loc}$ is the local density of states at the atom, for one spin direction. The orbital fixes the strength of the source. The external field enters through the number of states at energy $E$ and their density at the atom.

Without a field the states are plane waves, with density $d^3k/(2\pi)^3$. Since $\int dk\,k^2\delta(E-k^2/2)=k$ at $k=\sqrt{2E}$,

$$\rho_0=\frac{4\pi k}{(2\pi)^3}=\frac{\sqrt{2E}}{2\pi^2},\qquad \sigma_0(E)=2\alpha\Omega D^2\sqrt{2E}. \tag{8}$$

This is the Wigner law for an outgoing s wave. The photon energy $\Omega$ varies much less than the square root when $E\ll A$.

### The error of the point source

The next term in the expansion of a plane wave gives the size of the error. Terms linear in $\mathbf r$ vanish because $z\phi$ is even, and mixed terms such as $xz$ vanish by symmetry. The second moments, divided by $D$, are

$$\frac{\int z^2\,z\phi\,d^3r}{D}=\frac{6!}{4!\,\kappa^2}\,\frac{1/5}{1/3}=\frac{18}{\kappa^2},\qquad
\frac{\int x^2\,z\phi\,d^3r}{D}=\frac{30}{\kappa^2}\,\frac{4\pi/15}{4\pi/3}=\frac{6}{\kappa^2}. \tag{9}$$

The factor $-\tfrac12$ of the second-order term then gives the amplitude relative to $D$ as

$$1-\frac{9k_z^2+3k_\perp^2}{\kappa^2}, \tag{10}$$

where $k_\perp$ is the wave number across the field axis. Its square is $1-(18k_z^2+6k_\perp^2)/\kappa^2$ to this order. The average over directions has $k_z^2=k^2/3$ and $k_\perp^2=2k^2/3$. The relative loss is therefore $10k^2/\kappa^2=10E/A$. For $E/A=1.5\times10^{-4}$ this is $1.5\times10^{-3}$, in agreement with the quadrature over the full orbital.

The angular dependence in (10) is $-6k_z^2/\kappa^2$. With $k_z^2=k^2(1+2P_2)/3$, where $P_2$ is the second Legendre polynomial of the direction cosine, the d-wave amplitude is $-4(k^2/\kappa^2)P_2$. Since $P_2^2$ averages to $1/5$, the ratio of the d-wave to the s-wave cross section is $\tfrac{16}{5}(E/A)^2$, or $7.2\times10^{-8}$ here. The s wave dominates because the electron is slow on the scale of the orbital.

### Motion across the field

For $m=0$ the transverse part of (2) gives

$$-\frac{1}{2\rho}\frac{d}{d\rho}\left(\rho\frac{dR}{d\rho}\right)+\frac{\omega^2\rho^2}{8}R=\varepsilon R.$$

Set $s=\omega\rho^2/2$, so that $d/d\rho=\omega\rho\,d/ds$. Then $\rho\,dR/d\rho=2s\,dR/ds$, and $(1/\rho)\,d/d\rho=\omega\,d/ds$. The equation becomes

$$-\omega\frac{d}{ds}\left(s\frac{dR}{ds}\right)+\frac{\omega s}{4}R=\varepsilon R.$$

With $R=e^{-s/2}L(s)$, the derivative term is

$$\frac{d}{ds}\left(s\frac{dR}{ds}\right)=e^{-s/2}\left[sL''+(1-s)L'-\frac L2+\frac{sL}{4}\right].$$

The terms with $sL/4$ cancel, and there remains

$$sL''+(1-s)L'+\left(\frac{\varepsilon}{\omega}-\frac12\right)L=0. \tag{11}$$

One solution of (11) is regular at $s=0$; the other behaves as $\ln s$ there and is excluded, because the wave function must be smooth on the axis. For the regular one, let $\nu=\varepsilon/\omega-\tfrac12$ and $L=\sum_jc_js^j$ with $c_0=1$. Equation (11) requires $(j+1)^2c_{j+1}=(j-\nu)c_j$. If the series does not end, the ratio $c_{j+1}/c_j$ approaches $1/j$, and $L$ grows like $e^s$ up to a power of $s$. The function $R$ then grows and cannot be normalized. The series ends when $\nu=n$ is a nonnegative integer, so $\varepsilon=E_n=(n+\tfrac12)\omega$. The coefficients are

$$c_j=\frac{(-1)^j}{j!}\binom nj.$$

These are the Laguerre polynomials $L_n$, with $L_n(0)=1$. Differentiating the product $s^ne^{-s}$ by the Leibniz rule shows that they can also be written as

$$L_n(s)=\frac{e^s}{n!}\frac{d^n}{ds^n}\left(s^ne^{-s}\right).$$

Their norm follows by $n$ partial integrations, whose boundary terms vanish. The $n$th derivative of $L_n$ is $n!\,c_n=(-1)^n$, and thus

$$\int_0^\infty e^{-s}L_n^2ds=\frac{(-1)^n}{n!}\int_0^\infty(-1)^ns^ne^{-s}ds=1.$$

Because $2\pi\rho\,d\rho=(2\pi/\omega)ds$, the normalized function is

$$R_n=\sqrt{\frac{\omega}{2\pi}}\,e^{-s/2}L_n(s),\qquad |R_n(0)|^2=\frac{\omega}{2\pi}. \tag{12}$$

The density on the axis is the same for every $n$. This equality gives all terms of the ladder the same prefactor. A finite-difference diagonalization reproduced the first five energies within 0.2 percent and the first five densities within 0.5 percent.

### Motion along the field and the sum

The even longitudinal states are $\cos(kz)/\sqrt\pi$ with $k>0$, normalized to $\delta(k-k')$. At excess energy $\epsilon=E-E_n>0$ they contribute

$$\frac1\pi\int_0^\infty dk\,\delta\left(\epsilon-\frac{k^2}{2}\right)=\frac{1}{\pi\sqrt{2\epsilon}}. \tag{13}$$

The inverse square root is the density of states of motion along one line. A slow electron contributes more because many values of $k$ lie within a small energy interval. Multiplication by (12) and summation over the open levels give

$$\rho_B(E)=\frac{\omega}{2\pi^2}\sum_{E_n<E}\frac{1}{\sqrt{2(E-E_n)}}=\frac{K_B(E)}{2\pi^2}. \tag{14}$$

Inserted in (7), this is the cross section (1). An independent test compared the integral of $e^{-\beta E}\rho_B(E)$ over energy with the same quantity from a discretized Hamiltonian. For two values of $\beta$ the results agreed within 0.3 percent.

## Part 2. Averaging, evaluation and the limit at threshold

### Results carried over

The photon energy is $\Omega=A+E$, the cyclotron energy is $\omega$, and the Landau energies are $E_n=(n+\tfrac12)\omega$. For the orbital $\phi\propto ze^{-\kappa r}$ with $\kappa=\sqrt{2A}$, the dipole integral is $D=32\sqrt\pi\,\kappa^{-5/2}$. In the point-source approximation

$$\sigma_B=2\alpha\Omega D^2K_B,\qquad K_B(E)=\omega\sum_{E_n<E}\frac{1}{\sqrt{2(E-E_n)}},\qquad \sigma_0=2\alpha\Omega D^2\sqrt{2E}. \tag{15}$$

The subscript 0 denotes zero field. Each transverse state has density $|R_n(0)|^2=\omega/(2\pi)$ at the atom. Scattering of the outgoing s wave by the atom has been neglected so far.

### The average over one cyclotron energy

Define $q(x)=\sqrt{2x}$ for $x>0$ and $q(x)=0$ otherwise. Since $dq/dx=1/\sqrt{2x}$ for positive $x$, the integral of one term of the ladder between any two energies is

$$\int_{E_{\rm lo}}^{E_{\rm hi}}\frac{dE'}{\sqrt{2(E'-E_n)}}\,\bigg|_{E'>E_n}=q(E_{\rm hi}-E_n)-q(E_{\rm lo}-E_n). \tag{16}$$

The integral is finite even when the interval contains the threshold. Take the window from $E-\omega/2$ to $E+\omega/2$. Its ends lie at distances

$$E+\frac\omega2-E_n=E-n\omega,\qquad E-\frac\omega2-E_n=E-(n+1)\omega$$

from level $n$. The prefactor $\omega$ of $K_B$ cancels the width of the window in the mean, and

$$\overline{K_B}(E)=\sum_{n=0}^{\infty}\left[q(E-n\omega)-q(E-(n+1)\omega)\right]=q(E)=\sqrt{2E},\qquad E\ge0. \tag{17}$$

The second root of each term cancels the first root of the next. For $n$ large enough both arguments are negative, so nothing is left at the upper end of the sum. No expansion in $\omega/E$ was made. Within the ladder formula, (17) is an identity at any field strength.

The zero-point energy $\omega/2$ is needed for this result. It puts each threshold midway between the energies $n\omega$ and $(n+1)\omega$, at which the roots in (17) are evaluated. The identity also holds for $0<E<\omega/2$, where the unaveraged cross section is zero. The upper part of the window then lies above the first threshold and supplies the whole average.

To pass from $K_B$ to the cross section, $\Omega$ is held fixed across the window. Since $K_B$ is nonnegative and $\Omega$ changes by at most $\omega/2$ from its central value, the relative error of this step is at most $\omega/(2\Omega)$. An implementation can avoid it by averaging $\sigma_B/\Omega$.

Within the point-source model, the Landau sum averaged over a flat window one cyclotron energy wide equals the Wigner law at the window's centre, with $\Omega$ held fixed. What remains is to treat other windows, work through a numerical example, and find how the orbital's finite size, scattering by the atom and the motion of the ion limit the result.
